# Spin-orbit integrals over Gaussians and London orbitals from electric-field integrals, part 2

We seek the matrix $-i\mathbf T_{ab}$ of the paramagnetic spin-orbit operator $\mathbf L_K/r_K^3=-i\,\mathbf g\times\nabla$ and its symmetry. Hartree atomic units are used, and the factor $\alpha^2$ is omitted. The nucleus is at $\mathbf K$, with $\mathbf r_K=\mathbf r-\mathbf K$ and $\mathbf g=\mathbf r_K/r_K^3$. The real Gaussians $\chi_a,\chi_b$ have exponents $a,b$ and centres $\mathbf A,\mathbf B$; $p=a+b$, $\mathbf P=(a\mathbf A+b\mathbf B)/p$, $\mathbf R=\mathbf P-\mathbf K$. Further,

$$\mathbf T_{ab}=\int\chi_a\,\mathbf g\times\nabla\chi_b\,d^3r,\quad V_{ab}=\int\frac{\chi_a\chi_b}{r_K}\,d^3r,\quad \mathbf F(a,b)=\int\chi_a\chi_b\,\mathbf g\,d^3r.$$

The first derivation used field integrals $\mathbf F$. The basic Coulomb integral is

$$\int\frac{e^{-pr_P^2}}{r_K}d^3r=\frac{2\pi}{p}F_0(pR^2),\qquad F_n(\zeta)=\int_0^1\tau^{2n}e^{-\zeta\tau^2}d\tau, \tag{6}$$

where $\mathbf r_P=\mathbf r-\mathbf P$ and $F_n'=-F_{n+1}$. The Hermite and Coulomb recursions are

$$E_t^{i+1,j}=\frac{E_{t-1}^{ij}}{2p}+(P_x-A_x)E_t^{ij}+(t+1)E_{t+1}^{ij}, \tag{5}$$

$$R^n_{t+1,u,v}=R_x\,R^{n+1}_{tuv}+t\,R^{n+1}_{t-1,u,v}, \tag{8}$$

starting from $E_0^{00}=e^{-ab(A_x-B_x)^2/p}$ and $R^n_{000}=(-2p)^nF_n(pR^2)$; $R_{tuv}$ has $n=0$. With $D_t^{ij}=j\,E_t^{i,j-1}-2b\,E_t^{i,j+1}$,

$$T_x=-\frac{2\pi}{p}\sum_{tuv}E^x_t\left(E^y_uD^z_vR_{t,u+1,v}-D^y_uE^z_vR_{t,u,v+1}\right). \tag{11}$$

Integration by parts outside a small sphere around the nucleus proved

$$\mathbf T_{ba}=-\mathbf T_{ab}. \tag{13}$$

The second derivation used derivatives with respect to centres:

$$\mathbf T_{ab}=\nabla_K\times\int\frac{\chi_a\nabla\chi_b}{r_K}d^3r=-\nabla_K\times\nabla_BV_{ab}, \tag{14}$$

$$(\nabla_A+\nabla_B+\nabla_K)V_{ab}=0, \tag{15}$$

$$\mathbf T_{ab}=(\nabla_A+\nabla_B)\times\nabla_BV_{ab}=\nabla_A\times\nabla_BV_{ab}. \tag{16}$$

The example s pair has $a=0.8$, $b=0.5$ bohr$^{-2}$, $\mathbf A=(1,0,0)$, $\mathbf B=(0,1.5,0)$, $\mathbf K=0$ (lengths in bohr). Then $p=1.3$ bohr$^{-2}$, the Gaussian product factor is $0.36788$, $F_1=0.19718$, and the normalization product is $0.25548$ bohr$^{-3}$. Field integrals gave $T_z(a,b)=0.21498$ bohr$^{-3}$. A separate one-centre check, with normalized $p_x,p_y$ functions at the nucleus and exponent $1$ bohr$^{-2}$, gave $T_z=2.1277$ bohr$^{-3}$.

### Closed form for two s functions

Let $\mathbf D=\mathbf A-\mathbf B$, $\mu=ab/p$ and $S=e^{-\mu D^2}$. For unnormalized s functions

$$V_{ab}=\frac{2\pi}{p}SF_0(pR^2).$$

The factors depend on the centres through

$$\nabla_AS=-2\mu\mathbf D\,S,\quad \nabla_BS=2\mu\mathbf D\,S,\quad \nabla_AF_n=-2a\mathbf R\,F_{n+1},\quad \nabla_BF_n=-2b\mathbf R\,F_{n+1}.$$

The last two contain $\nabla_A R^2=2(a/p)\mathbf R$ and $\nabla_BR^2=2(b/p)\mathbf R$. Hence

$$\nabla_B(SF_0)=2\mu SF_0\,\mathbf D-2bSF_1\,\mathbf R .$$

Now take the curl with respect to $\mathbf A$. The vectors $\mathbf D$ and $\mathbf R$ have no curl in this variable, since both are constant vectors plus multiples of $\mathbf A$. The first term gives

$$2\mu\,\nabla_A(SF_0)\times\mathbf D=2\mu\left(-2\mu SF_0\mathbf D-2aSF_1\mathbf R\right)\times\mathbf D=-4\mu aSF_1\,\mathbf R\times\mathbf D .$$

The second term gives

$$-2b\,\nabla_A(SF_1)\times\mathbf R=-2b\left(-2\mu SF_1\mathbf D-2aSF_2\mathbf R\right)\times\mathbf R=-4\mu bSF_1\,\mathbf R\times\mathbf D .$$

With $\mu(a+b)=ab$, their sum is $-4abSF_1\,\mathbf R\times\mathbf D$. Write $\mathbf A'=\mathbf A-\mathbf K$ and $\mathbf B'=\mathbf B-\mathbf K$. Then

$$\mathbf R\times\mathbf D=\frac{(a\mathbf A'+b\mathbf B')\times(\mathbf A'-\mathbf B')}{p}=\frac{-a\,\mathbf A'\times\mathbf B'+b\,\mathbf B'\times\mathbf A'}{p}=-\mathbf A'\times\mathbf B',$$

and therefore

$$\mathbf T_{ab}=\frac{8\pi ab}{p}\,S\,F_1(pR^2)\;\mathbf A'\times\mathbf B'. \tag{18}$$

The integral vanishes when the two centres and the nucleus lie on one line. It is perpendicular to the plane of the three points otherwise. When the nucleus is far from the pair, $F_1(\zeta)\approx\sqrt\pi/(4\zeta^{3/2})$. Then $\mathbf T_{ab}$ is proportional to $\mathbf A'\times\mathbf B'/R^3$. Since $\mathbf A'\times\mathbf B'=-\mathbf R\times\mathbf D$, this falls as $1/R^2$ for a fixed pair and a fixed direction of $\mathbf R$ not parallel to $\mathbf D$.

For the pair treated above, $\mathbf A'\times\mathbf B'$ has the $z$ component $1.5$ bohr$^2$. With the normalization product $0.25548$ bohr$^{-3}$,

$$T_z=0.25548\times\frac{8\pi(0.8)(0.5)}{1.3}\times0.36788\times0.19718\times1.5=0.2150\ \text{bohr}^{-3}.$$

This agrees with the field-integral result. The numerical output also lists the difference from direct quadrature of the original operator for pairs containing d, p and f functions.

### London orbitals in a finite field

Let $\boldsymbol{\mathcal B}$ be a uniform magnetic field and $\mathbf O$ the gauge origin. The London orbital built from $\chi_b$ and the kinetic momentum are

$$\omega_b=e^{-i\mathbf c_b\cdot\mathbf r}\chi_b,\qquad \mathbf c_b=\tfrac12\boldsymbol{\mathcal B}\times(\mathbf B-\mathbf O),\qquad \boldsymbol\pi=-i\nabla+\tfrac12\boldsymbol{\mathcal B}\times(\mathbf r-\mathbf O). \tag{19}$$

At zero field the phase is one, and the orbital is the real Gaussian used so far. At finite field the operator coupled to the nuclear moment is $\mathbf g\times\boldsymbol\pi$, because $\boldsymbol\pi$ replaces $-i\nabla$ in the Hamiltonian. The gradient of the phase gives $-\mathbf c_b$, so

$$\boldsymbol\pi\,\omega_b=e^{-i\mathbf c_b\cdot\mathbf r}\left[-i\nabla+\tfrac12\boldsymbol{\mathcal B}\times(\mathbf r-\mathbf B)\right]\chi_b .$$

The gauge origin has cancelled in the bracket. The remaining phase of the pair is $e^{i\mathbf k\cdot\mathbf r}$ with

$$\mathbf k=\mathbf c_a-\mathbf c_b=\tfrac12\boldsymbol{\mathcal B}\times(\mathbf A-\mathbf B),$$

which is also free of $\mathbf O$. The London matrix is

$$\mathbf G_{ab}=\int e^{i\mathbf k\cdot\mathbf r}\chi_a\,\mathbf g\times\left[-i\nabla+\tfrac12\boldsymbol{\mathcal B}\times(\mathbf r-\mathbf B)\right]\chi_b\,d^3r. \tag{20}$$

The bracket again produces Gaussians at $\mathbf B$ with powers changed by one. Each component of $\mathbf G_{ab}$ is thus a difference of two field integrals with a plane wave. These follow by completing the square once more:

$$-pr_P^2+i\mathbf k\cdot\mathbf r=-p\left(\mathbf r-\mathbf P-\frac{i\mathbf k}{2p}\right)^2+i\mathbf k\cdot\mathbf P-\frac{k^2}{4p}.$$

The Hermite and Coulomb recursions are algebraic in $\mathbf P$. They hold with $\mathbf P'=\mathbf P+i\mathbf k/(2p)$ in its place and with the starting coefficient multiplied by $e^{i\mathbf k\cdot\mathbf P-k^2/(4p)}$. The Boys argument becomes $p(\mathbf P'-\mathbf K)\cdot(\mathbf P'-\mathbf K)$, without complex conjugation. This continuation is valid because both sides of the basic Coulomb integral are analytic functions of the components of $\mathbf P'$.

### Symmetry of the London matrix

The integration by parts in the first derivation did not use the reality of the two functions. For smooth, decaying functions $f$ and $h$ it gives

$$\int f\,\mathbf g\times\nabla h\,d^3r=-\int h\,\mathbf g\times\nabla f\,d^3r .$$

Taking $f=\omega_a^*$ and $h=\omega_b$ shows that the derivative part of $\mathbf g\times\boldsymbol\pi$ is Hermitian, since complex conjugation changes the sign of $-i$. The field part is multiplication by a real function and is Hermitian as well. Hence $\mathbf G_{ba}=\mathbf G_{ab}^*$.

A second relation follows from reversing the field. Conjugation turns $\omega_b(\boldsymbol{\mathcal B})$ into $\omega_b(-\boldsymbol{\mathcal B})$, and

$$[\boldsymbol\pi(\boldsymbol{\mathcal B})\,\omega_b(\boldsymbol{\mathcal B})]^*=-\boldsymbol\pi(-\boldsymbol{\mathcal B})\,\omega_b(-\boldsymbol{\mathcal B}),\qquad \mathbf G(-\boldsymbol{\mathcal B})=-\mathbf G(\boldsymbol{\mathcal B})^*. \tag{21}$$

The real part of $\mathbf G$ is therefore symmetric in the orbital indices and odd in the field. The imaginary part is antisymmetric and even. At zero field the imaginary part alone remains, and it equals $-\mathbf T$. The first derivative with respect to the field at $\boldsymbol{\mathcal B}=0$ is real and symmetric.

For the s pair in a field of $0.2$ atomic units along $z$, chosen large to make the effect visible, $\mathbf k=(0.15,0.10,0)$ bohr$^{-1}$. The $z$ element is $0.0403-0.2118\,i$ bohr$^{-3}$, compared with $-0.2150\,i$ at zero field. Interchanging the orbitals gives $0.0403+0.2118\,i$. Reversing the field gives $-0.0403-0.2118\,i$. All three values follow the relations above.

### Ammonia as a contracted example

For contracted functions the primitive matrix is multiplied on both sides by real contraction coefficients, which preserves antisymmetry. The example is NH$_3$ in restricted Hartree–Fock theory with the 6-31G basis. The nitrogen is at the origin, and the three hydrogens lie $1.77$ bohr from the threefold axis at height $-0.72$ bohr. The N–H distance is then $1.911$ bohr, and the energy is $-56.161$ hartree.

The matrix about nitrogen has $15$ contracted functions built from $34$ primitives. Its elements differ from molecular-grid quadrature of the original operator by at most $8.7\times10^{-8}$ bohr$^{-3}$. The diagonal elements in the real molecular orbitals vanish to rounding.

The off-diagonal elements do not all vanish. Let $T_{i,5q}$ be the element of component $i$ between the highest occupied orbital, number 5, and orbital $q$ of the lowest degenerate virtual pair, numbers 7 and 8. The coupling strength

$$s_i=\left(\sum_{q=7}^{8}T_{i,5q}^2\right)^{1/2}$$

does not depend on how the pair is rotated within itself. The calculation gives $s_x=s_y=1.205$ bohr$^{-3}$ and $s_z=0$ to rounding. The size of $s_x$ belongs to this basis and is not a converged property of the molecule, because the virtual pair changes with the basis: at the same geometry it is $1.07$ in cc-pVDZ, $0.91$ in cc-pVTZ and $0.19$ bohr$^{-3}$ in aug-cc-pVTZ, which contains diffuse functions. The relations $s_x=s_y$ and $s_z=0$ hold in each of these bases.

Symmetry explains both facts. Orbital 5 is the nondegenerate lone pair and is unchanged by a rotation of $120^\circ$ about the axis. The $z$ component of the operator commutes with this rotation, so it leads from orbital 5 to another unchanged function. The degenerate pair contains none, and $s_z=0$. For the other components, the symmetric matrix $\sum_qT_{i,5q}T_{j,5q}$ with $i,j=x,y$ must be unchanged by the same rotation. Two distinct eigenvalues would single out directions that the rotation moves, so the matrix is a multiple of the unit matrix and $s_x=s_y$.

These numbers are matrix elements, not a nuclear shielding, which would also require the response of the orbitals to the external field. Electron correlation, relativity, vibration and the incompleteness of the basis are left out.

### What each derivation assumes

The working formula (11) of the first derivation requires Gaussians. Its antisymmetry proof assumes only that the functions are smooth enough for integration by parts and decay at large distance. The proof assumes nothing further about their form or about centres to which they are attached. The property of the operator that it uses is $\nabla\times\mathbf g=0$, together with $\mathbf g$ being parallel to $\mathbf r_K$ on the small sphere. It therefore applies equally to numerical orbitals, and to a nucleus of finite size whose magnetic moment is spread over a spherical distribution, which replaces $\mathbf g$ by another radial field $f(r_K)\mathbf r_K$. The function $f$ need not be smooth (for a uniform ball it is continuous with a kink at the surface), because a radial field has no curl and is parallel to the normal on every sphere about the nucleus. The price is that the singular point must be treated explicitly.

The second derivation assumes functions that move rigidly with their centres and a kernel that depends on $\mathbf r-\mathbf K$. It moves the derivative away from the singular kernel, leaving an integrand of order $1/r_K$ at the nucleus. In exchange, it relies on the translation invariance (15), which a plane wave changes. Let $V^k_{ab}$ be the potential integral with the factor $e^{i\mathbf k\cdot\mathbf r}$, and hold $\mathbf k$ fixed during differentiation. A common displacement $\mathbf d$ of the three centres multiplies $V^k_{ab}$ by $e^{i\mathbf k\cdot\mathbf d}$, so

$$(\nabla_A+\nabla_B+\nabla_K)V^k_{ab}=i\mathbf k\,V^k_{ab}.$$

Repeating the step from (14) to (16) gives

$$\int e^{i\mathbf k\cdot\mathbf r}\chi_a\,\mathbf g\times\nabla\chi_b\,d^3r=(\nabla_A-i\mathbf k)\times\nabla_BV^k_{ab}=\int\frac{\nabla(e^{i\mathbf k\cdot\mathbf r}\chi_a)\times\nabla\chi_b}{r_K}\,d^3r .$$

The last form follows because $\nabla_A$ and $\nabla_B$ each return a minus sign, while $-i\mathbf k\times\nabla_B$ returns $+i\mathbf k\times\nabla$. Using the zero-field formula (16) unchanged for a London pair would omit the term with $\mathbf k$. The field-integral route needs no such correction, since it never exchanges the nuclear derivative for derivatives of the orbital centres.

## Values computed for the example and the checks

```
s exponents a, b: 0.80000000 0.50000000 bohr^-2
centre A: 1.00000000 0.00000000 0.00000000 bohr
centre B: 0.00000000 1.50000000 0.00000000 bohr
nucleus K: 0.00000000 0.00000000 0.00000000 bohr
total exponent p: 1.30000000 bohr^-2
product centre P: 0.61538462 0.57692308 0.00000000 bohr
normalization product: 0.25548487 bohr^-3
Gaussian product factor: 0.36787944
Boys argument: 0.92500000
Boys F0, F1, F2: 0.76132132 0.19718373 0.10541610
R100: -0.31549397 bohr^-1
R010: -0.29577560 bohr^-1
R110: 0.25299863 bohr^-2
normalized Fx(a, dy b): 0.17649582 bohr^-3
normalized Fy(a, dx b): -0.03847996 bohr^-3
normalized Fx(b, dy a): -0.06156794 bohr^-3
normalized Fy(b, dx a): 0.15340784 bohr^-3
sum of Fx terms in both orders: 0.11492788 bohr^-3
sum of Fy terms in both orders: 0.11492788 bohr^-3
Tz(a,b): 0.21497578 bohr^-3
Tz(b,a): -0.21497578 bohr^-3
s-pair operator element z(a,b): +0.00000000 -0.21497578 i bohr^-3
one-centre p exponent: 1.00000000 bohr^-2
one-centre p-pair Tz: 2.12769216 bohr^-3
magnetic field Bz: 0.20000000 a.u.
London element z(a,b): +0.04030018 -0.21180116 i bohr^-3
London element z(b,a): +0.04030018 +0.21180116 i bohr^-3
London element z(a,b), reversed field: -0.04030018 -0.21180116 i bohr^-3
largest zero-field d/p and d/f quadrature error: 1.87e-13 a.u.
largest London quadrature error: 2.67e-14 a.u.
NH3 hydrogen distance from axis: 1.77000000 bohr
NH3 hydrogen height: -0.72000000 bohr
NH3 N-H distance: 1.91083751 bohr
NH3 contracted basis functions: 15
NH3 primitive Cartesian functions: 34
NH3 RHF/6-31G energy: -56.16107674 hartree
NH3 largest analytic-grid difference: 8.68e-08 bohr^-3
NH3 antisymmetry residual: 1.47e-16 bohr^-3
NH3 largest orbital diagonal: 1.77e-16 bohr^-3
NH3 highest occupied orbital number: 5
NH3 first orbital number of virtual pair: 7
NH3 highest occupied energy: -0.41502879 hartree
NH3 virtual pair energies: 0.31921826 0.31921826 hartree
NH3 coupling strength x: 1.20505531 bohr^-3
NH3 coupling strength y: 1.20505531 bohr^-3
NH3 coupling strength z: 4.38e-16 bohr^-3
```
